# Thermal broadening of a 600 cm⁻¹ phonon by symmetric two-phonon decay: a numerical check

```python
# Result under test: an optical phonon of wavenumber nu that decays into two
# phonons of nu/2 by weak cubic anharmonicity has the full width
#   Gamma(T) = Gamma0 * (1 + 2 n(nu/2, T)) = Gamma0 * coth(h c nu / (4 k T)),
# so a 600 cm^-1 phonon broadens by about 60 percent from 0 to 300 K.
# Symbols: n = Bose occupation, Gamma0 = full width at half maximum at 0 K,
# T = temperature in K; wavenumbers and widths are in cm^-1.
import numpy as np
from scipy import constants, sparse
from scipy.integrate import quad
from scipy.linalg import eigh, eigvalsh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

HC_OVER_K = constants.h * constants.c * 100 / constants.k   # cm K
NU = 600.0
GAMMA0 = 5.0
T_ROOM = 300.0


def bose(nu, temp):
    return 1 / np.expm1(HC_OVER_K * nu / temp)


def width_factor(nu, temp):
    return 1 / np.tanh(HC_OVER_K * nu / (4 * temp))


def fock_occupation(nu, temp):
    """Mean phonon number from an explicit sum over number states."""
    nu = np.atleast_1d(np.asarray(nu, dtype=float))
    if temp == 0:
        return np.zeros(len(nu))
    levels = np.arange(400)
    weights = np.exp(-HC_OVER_K / temp * np.outer(nu, levels))
    return weights @ levels / weights.sum(axis=1)


def lowering(levels):
    return sparse.diags([np.sqrt(np.arange(1, levels))], [1], format="csr")


def commutator_mean(wavenumbers, create, temp, levels=40):
    """Thermal mean of [P, P^dagger], P a product of ladder operators."""
    product = sparse.identity(1, format="csr")
    prob = np.array([1.0])
    for nu, is_creation in zip(wavenumbers, create):
        op = lowering(levels)
        op = op.T if is_creation else op
        product = sparse.kron(product, op, format="csr")
        p = np.exp(-HC_OVER_K * nu / temp * np.arange(levels))
        prob = np.kron(prob, p / p.sum())
    comm = product @ product.T - product.T @ product
    return float(comm.diagonal() @ prob)


# --- thermal factors from ladder matrices -------------------------------
n_half = bose(NU / 2, T_ROOM)
factor = width_factor(NU, T_ROOM)
pair_comm = commutator_mean([300, 300], [False, False], T_ROOM)
assert abs(pair_comm - factor) < 1e-8
uneven = commutator_mean([450, 150], [False, False], T_ROOM)
assert abs(uneven - (1 + bose(450, T_ROOM) + bose(150, T_ROOM))) < 1e-8
absorb = commutator_mean([150, 750], [True, False], T_ROOM)
assert abs(absorb - (bose(150, T_ROOM) - bose(750, T_ROOM))) < 1e-8
triple = commutator_mean([200, 200, 200], [False] * 3, T_ROOM)
n_third = bose(NU / 3, T_ROOM)
assert abs(triple - ((n_third + 1)**3 - n_third**3)) < 1e-7

# Both daughters in one and the same mode: twice the same thermal factor.
b = lowering(60).toarray()
b2 = b @ b
p_mode = np.exp(-HC_OVER_K * NU / 2 / T_ROOM * np.arange(60))
p_mode /= p_mode.sum()
same_mode = np.diag(b2 @ b2.T - b2.T @ b2) @ p_mode
assert abs(same_mode - 2 * factor) < 1e-8

# --- population relaxation from the master equation ---------------------
n_sum = fock_occupation(NU / 2, T_ROOM)[0]
loss, gain = (n_sum + 1)**2, n_sum**2
assert abs(gain / loss - np.exp(-HC_OVER_K * NU / T_ROOM)) < 1e-10
number = np.arange(50)
up_rate = (number + 1) * gain
up_rate[-1] = 0.0
diagonal = number * loss + up_rate
off_diagonal = -(number[:-1] + 1) * np.sqrt(loss * gain)
relaxation = eigvalsh_tridiagonal(diagonal, off_diagonal)
assert abs(relaxation[0]) < 1e-8
assert abs(relaxation[1] - factor) < 1e-7


# --- line from diagonalization of a phonon coupled to many pairs --------
def line_from_diagonalization(temp):
    spacing, eta = 0.5, 1.0
    pairs = np.arange(300.25, 900.0, spacing)
    n_pair = fock_occupation(pairs / 2, temp)
    thermal = (n_pair + 1)**2 - n_pair**2
    coupling = np.sqrt(GAMMA0 * spacing / (2 * np.pi) * thermal)
    matrix = np.diag(np.concatenate(([NU], pairs)))
    matrix[0, 1:] = coupling
    matrix[1:, 0] = coupling
    energy, vectors = eigh(matrix)
    weight = vectors[0]**2
    # time is in units of 1/(2 pi c * 1 cm^-1)
    times = np.linspace(0.1, 0.5, 41)
    amplitude = np.exp(-1j * np.outer(times, energy - NU)) @ weight
    decay = -np.polyfit(times, np.log(np.abs(amplitude)**2), 1)[0]

    def spectrum(x):
        return np.sum(weight * eta / ((x - energy)**2 + eta**2))

    peak = minimize_scalar(lambda x: -spectrum(x), bounds=(590, 610),
                           method="bounded", options={"xatol": 1e-7}).x
    half = spectrum(peak) / 2
    left = brentq(lambda x: spectrum(x) - half, peak - 30, peak)
    right = brentq(lambda x: spectrum(x) - half, peak, peak + 30)
    return decay, right - left - 2 * eta


gamma_room = GAMMA0 * factor
decay_cold, fwhm_cold = line_from_diagonalization(0)
decay_room, fwhm_room = line_from_diagonalization(T_ROOM)
# Two percent allows for the finite width of the pair band.
for measured, predicted in [(decay_cold, GAMMA0), (fwhm_cold, GAMMA0),
                            (decay_room, gamma_room),
                            (fwhm_room, gamma_room)]:
    assert abs(measured / predicted - 1) < 0.02
assert abs(fwhm_room / fwhm_cold / factor - 1) < 0.01
assert 0.55 < factor - 1 < 0.65

# --- hand estimate and its error bound ----------------------------------
y = HC_OVER_K * NU / (4 * T_ROOM)
hand = 1 / y + y / 3
assert 0 < hand - factor < y**3 / 45

# --- equal splitting gives the smallest thermal growth ------------------
first = np.arange(50.0, 551.0, 10.0)
split = 1 + fock_occupation(first, T_ROOM) + fock_occupation(NU - first, T_ROOM)
assert first[np.argmin(split)] == NU / 2

# --- static Lorentzian broadening adds to the width ---------------------
STATIC = 5.0


def lorentzian(x, fwhm):
    return fwhm / (2 * np.pi) / (x**2 + fwhm**2 / 4)


def convolved(x):
    return quad(lambda s: lorentzian(s, STATIC) * lorentzian(x - s, gamma_room),
                -np.inf, np.inf, epsabs=1e-11, limit=200)[0]


total_room = STATIC + gamma_room
assert abs(convolved(total_room / 2) / convolved(0.0) - 0.5) < 1e-5


def lifetime_ps(gamma):
    return 1e12 / (2 * np.pi * constants.c * 100 * gamma)


STRENGTH = 0.10
SOFTENING = 10.0
with_absorption = factor + STRENGTH * absorb - 1
with_triple = (factor + STRENGTH * triple) / (1 + STRENGTH) - 1
softened = width_factor(NU - SOFTENING, T_ROOM) - 1
diluted = total_room / (STATIC + GAMMA0) - 1

print("INPUTS")
print(f"phonon wavenumber: {NU:.0f} cm^-1")
print(f"each daughter: {NU / 2:.0f} cm^-1")
print(f"chosen width at 0 K: {GAMMA0:.1f} cm^-1")
print(f"hc/k: {HC_OVER_K:.4f} cm K")
print("MAIN RESULT")
print(f"kT/hc at 300 K: {T_ROOM / HC_OVER_K:.1f} cm^-1")
print(f"daughter energy / kT at 300 K: {2 * y:.4f} (no unit)")
print(f"daughter occupation at 300 K: {n_half:.4f} (no unit)")
print(f"width ratio 300 K / 0 K: {factor:.4f} (no unit)")
print(f"width increase 0 to 300 K: {100 * (factor - 1):.1f} percent")
print(f"width at 300 K: {gamma_room:.2f} cm^-1")
print(f"lifetime at 0 K: {lifetime_ps(GAMMA0):.3f} ps")
print(f"lifetime at 300 K: {lifetime_ps(gamma_room):.3f} ps")
print("HAND ESTIMATE AT 300 K")
print(f"y = hc nu/(4kT): {y:.4f} (no unit)")
print(f"classical ratio 1/y: {1 / y:.4f} (no unit)")
print(f"high-T increase 2n ~ 2/(2y): {100 / y:.1f} percent")
print(f"ratio 1/y + y/3: {hand:.4f} (no unit)")
print(f"error bound y^3/45: {y**3 / 45:.4f} (no unit)")
print("INDEPENDENT CHECKS")
print(f"loss factor (n+1)^2: {loss:.4f} (no unit)")
print(f"gain factor n^2: {gain:.4f} (no unit)")
print(f"master-equation gap: {relaxation[1]:.4f} (no unit)")
print(f"diagonalized width, 0 K: {fwhm_cold:.3f} cm^-1")
print(f"diagonalized width, 300 K: {fwhm_room:.3f} cm^-1")
print(f"energy decay rate, 0 K: {decay_cold:.3f} cm^-1")
print(f"energy decay rate, 300 K: {decay_room:.3f} cm^-1")
print(f"diagonalized width ratio: {fwhm_room / fwhm_cold:.4f} (no unit)")
print("INCREASE OVER 0 K AT OTHER TEMPERATURES")
for temp in (100, 200, 358, 400):
    print(f"at {temp} K: {100 * (width_factor(NU, temp) - 1):.1f} percent")
print("NEGLECTED EFFECTS: INCREASE FROM 0 TO 300 K")
print(f"split 450 + 150 cm^-1: {100 * (uneven - 1):.1f} percent")
print(f"chosen strength of extra channels: {STRENGTH:.2f} (no unit)")
print(f"absorption factor n(150)-n(750): {absorb:.4f} (no unit)")
print(f"with absorption channel: {100 * with_absorption:.1f} percent")
print(f"three-phonon factor: {triple:.4f} (no unit)")
print(f"with three-phonon decay: {100 * with_triple:.1f} percent")
print(f"parent softened by {SOFTENING:.0f} cm^-1: {100 * softened:.1f} percent")
print(f"static width added: {STATIC:.1f} cm^-1")
print(f"total width at 300 K with it: {total_room:.2f} cm^-1")
print(f"with static broadening: {100 * diluted:.1f} percent")
print("checks complete")
```

Printed output:

```
INPUTS
phonon wavenumber: 600 cm^-1
each daughter: 300 cm^-1
chosen width at 0 K: 5.0 cm^-1
hc/k: 1.4388 cm K
MAIN RESULT
kT/hc at 300 K: 208.5 cm^-1
daughter energy / kT at 300 K: 1.4388 (no unit)
daughter occupation at 300 K: 0.3110 (no unit)
width ratio 300 K / 0 K: 1.6220 (no unit)
width increase 0 to 300 K: 62.2 percent
width at 300 K: 8.11 cm^-1
lifetime at 0 K: 1.062 ps
lifetime at 300 K: 0.655 ps
HAND ESTIMATE AT 300 K
y = hc nu/(4kT): 0.7194 (no unit)
classical ratio 1/y: 1.3901 (no unit)
high-T increase 2n ~ 2/(2y): 139.0 percent
ratio 1/y + y/3: 1.6299 (no unit)
error bound y^3/45: 0.0083 (no unit)
INDEPENDENT CHECKS
loss factor (n+1)^2: 1.7187 (no unit)
gain factor n^2: 0.0967 (no unit)
master-equation gap: 1.6220 (no unit)
diagonalized width, 0 K: 5.027 cm^-1
diagonalized width, 300 K: 8.153 cm^-1
energy decay rate, 0 K: 5.027 cm^-1
energy decay rate, 300 K: 8.153 cm^-1
diagonalized width ratio: 1.6220 (no unit)
INCREASE OVER 0 K AT OTHER TEMPERATURES
at 100 K: 2.7 percent
at 200 K: 26.1 percent
at 358 K: 85.5 percent
at 400 K: 103.0 percent
NEGLECTED EFFECTS: INCREASE FROM 0 TO 300 K
split 450 + 150 cm^-1: 108.0 percent
chosen strength of extra channels: 0.10 (no unit)
absorption factor n(150)-n(750): 0.9213 (no unit)
with absorption channel: 71.4 percent
three-phonon factor: 4.0218 (no unit)
with three-phonon decay: 84.0 percent
parent softened by 10 cm^-1: 64.2 percent
static width added: 5.0 cm^-1
total width at 300 K with it: 13.11 cm^-1
with static broadening: 31.1 percent
checks complete
```
